# Why the Ferromagnetic Kerr Effect Needs Exchange and Spin-Orbit Coupling: verification in Python

```python
# Result under test: the magneto-optical response of a collinear magnet needs
# exchange AND spin-orbit coupling; for d -> p transitions it starts linearly:
#   sigma_xy = (N e^2 R^2 w xi / 2) [G'(e_up) - G'(e_down)] + O(xi^2)
# xi: d spin-orbit strength, delta: d exchange splitting, R: radial integral
# <p|r|d>, N: site density, w: angular frequency, z = photon energy + i*gamma,
# G(e) = [f(e)-f(E_p)] 2z/[(E_p-e)^2-z^2], f: Fermi function.
# Fields vary as exp(-iwt). Energies in eV, lengths in angstrom;
# polarizability alpha in e^2 angstrom^2/eV.
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import sqrtm
from scipy.special import expit, lpmv

DELTA, XI, E_D, E_P = 2.0, 0.05, 0.0, 2.0
PHOTON, GAMMA, KT, MU = 2.0, 0.3, 0.025, 0.0
RADIAL, DENSITY = 0.5, 0.05

# Orbital basis |l,m>: five d states, then three p states; spin is last factor.
orbitals = [(2, m) for m in range(-2, 3)] + [(1, m) for m in range(-1, 2)]


def harmonic(l, m, cos_theta, phi):
    k = abs(m)
    norm = math.sqrt((2*l + 1)/(4*math.pi)
                     * math.factorial(l-k)/math.factorial(l+k))
    y = norm*lpmv(k, l, cos_theta)*np.exp(1j*k*phi)
    return y if m >= 0 else (-1)**k*np.conj(y)


# Dipole matrices by direct angular quadrature, exact for these polynomials.
nodes, node_weights = np.polynomial.legendre.leggauss(12)
phis = np.arange(16)*2*np.pi/16
ct, ph = np.meshgrid(nodes, phis, indexing="ij")
area = np.repeat(node_weights[:, None], 16, axis=1)*2*np.pi/16
Y = np.array([harmonic(l, m, ct, ph).ravel() for l, m in orbitals])
st = np.sqrt(1-ct**2)
x_orb = RADIAL*(Y.conj()*(area*st*np.cos(ph)).ravel()) @ Y.T
y_orb = RADIAL*(Y.conj()*(area*st*np.sin(ph)).ravel()) @ Y.T
one2 = np.eye(2)
X, YY = np.kron(x_orb, one2), np.kron(y_orb, one2)

lz = np.diag([float(m) for l, m in orbitals])
lplus = np.zeros((8, 8))
for i, (l, m) in enumerate(orbitals):
    if m < l:
        lplus[i+1, i] = math.sqrt(l*(l+1)-m*(m+1))
P_D = np.diag([1.0]*5 + [0.0]*3)
P_P = np.eye(8)-P_D
SZ2 = np.diag([1.0, -1.0])
s_minus = np.array([[0.0, 0.0], [1.0, 0.0]])
eg = np.zeros((8, 2))
eg[2, 0] = 1.0
eg[0, 1] = eg[4, 1] = 1/math.sqrt(2)
P_EG = eg @ eg.T


def spin_orbit(projector, flip=1.0):
    ladder = np.kron(projector @ lplus, s_minus)
    return np.kron(projector @ lz, SZ2/2) + flip*0.5*(ladder+ladder.T)


def hamiltonian(delta, xi, cubic=0.0, flip=1.0, delta_p=0.0, xi_p=0.0,
                potential=None):
    orbital = E_D*P_D + E_P*P_P + cubic*P_EG
    if potential is not None:
        orbital = orbital + potential
    return (np.kron(orbital, one2) - delta/2*np.kron(P_D, SZ2)
            - delta_p/2*np.kron(P_P, SZ2) + xi*spin_orbit(P_D, flip)
            + xi_p*spin_orbit(P_P))


def fermi(e, mu=MU, kt=KT):
    return expit(-(np.asarray(e)-mu)/kt)


def response(h, photon=PHOTON, gamma=GAMMA, mu=MU, kt=KT):
    """Full linear-response sum: alpha_xx and antisymmetric alpha_xy."""
    e, u = np.linalg.eigh(h)
    f = fermi(e, mu, kt)
    a, b = u.conj().T @ X @ u, u.conj().T @ YY @ u
    # index [m,n]: (f_m-f_n)/(E_n-E_m-z)
    factor = (f[:, None]-f[None, :])/(e[None, :]-e[:, None]-photon-1j*gamma)
    xx = np.sum(factor*a*a.T)
    xy = np.sum(factor*a*b.T)
    yx = np.sum(factor*b*a.T)
    return xx, (xy-yx)/2


def G(e, photon=PHOTON, gamma=GAMMA, mu=MU, kt=KT):
    z = photon+1j*gamma
    return (fermi(e, mu, kt)-fermi(E_P, mu, kt))*2*z/((E_P-e)**2-z**2)


def G1(e, photon=PHOTON, gamma=GAMMA, mu=MU, kt=KT):
    z = photon+1j*gamma
    f = fermi(e, mu, kt)
    den = (E_P-e)**2-z**2
    return (-f*(1-f)/kt*2*z/den
            + (f-fermi(E_P, mu, kt))*4*z*(E_P-e)/den**2)


def linear_alpha(delta, xi, **kw):
    return 0.5j*RADIAL**2*xi*(G1(E_D-delta/2, **kw)-G1(E_D+delta/2, **kw))


def rel(a, b):
    return abs(a-b)/abs(b)


def sigma(alpha, photon=PHOTON):
    """Conductivity in S/m from alpha in e^2 angstrom^2/eV."""
    omega = photon*const.e/const.hbar
    return -1j*omega*DENSITY*1e30*alpha*const.e*1e-20


# Angular strengths and their difference, from quadrature.
r_plus = (x_orb+1j*y_orb)/math.sqrt(2)
r_minus = (x_orb-1j*y_orb)/math.sqrt(2)
strength_plus = np.sum(abs(r_plus[5:, :5])**2, axis=0)/RADIAL**2
strength_minus = np.sum(abs(r_minus[5:, :5])**2, axis=0)/RADIAL**2
ms = np.arange(-2, 3)
assert np.allclose(strength_plus, (2-ms)*(1-ms)/30, atol=1e-12)
assert np.allclose(strength_minus, (2+ms)*(1+ms)/30, atol=1e-12)

# General symmetry test: random real potentials, also mixing p and d.
rng = np.random.default_rng(4)
conj_map = np.zeros((8, 8))
for i, (l, m) in enumerate(orbitals):
    conj_map[orbitals.index((l, -m)), i] = (-1)**abs(m)
worst_zero, smallest_both = 0.0, np.inf
for _ in range(6):
    raw = rng.normal(size=(8, 8))+1j*rng.normal(size=(8, 8))
    raw = 0.1*(raw+raw.conj().T)
    pot = (raw+conj_map @ raw.conj() @ conj_map.T)/2
    no_so = response(hamiltonian(2, 0, delta_p=0.3, potential=pot))[1]
    no_ex = response(hamiltonian(0, 0.1, xi_p=0.07, potential=pot))[1]
    up = response(hamiltonian(2, 0.1, delta_p=0.3, xi_p=0.07,
                              potential=pot))[1]
    down = response(hamiltonian(-2, 0.1, delta_p=-0.3, xi_p=0.07,
                                potential=pot))[1]
    worst_zero = max(worst_zero, abs(no_so), abs(no_ex))
    smallest_both = min(smallest_both, abs(up))
    assert abs(up+down) < 1e-10
assert worst_zero < 1e-10 and smallest_both > 1e-5

# Exact trace formula against the full response sum.
h_main = hamiltonian(DELTA, XI)
alpha_xx, alpha_xy = response(h_main)
e_d, u_d = np.linalg.eigh(h_main[:10, :10])
LZ_D = np.kron(lz[:5, :5], one2)
lz_diag = np.real(np.diag(u_d.conj().T @ LZ_D @ u_d))
trace_alpha = 0.1j*RADIAL**2*np.sum(lz_diag*G(e_d))
assert rel(trace_alpha, alpha_xy) < 1e-9

# Diagonal response without spin-orbit coupling.
z_main = PHOTON+1j*GAMMA
xx_formula = sum(2/3*RADIAL**2*(fermi(e)-fermi(E_P))*2*(E_P-e)
                 / ((E_P-e)**2-z_main**2) for e in (-DELTA/2, DELTA/2))
assert rel(response(hamiltonian(DELTA, 0))[0], xx_formula) < 1e-9

# First-order slope, then the spin-flip correction of second order.
step = 0.001
slope = (response(hamiltonian(DELTA, step))[1]
         - response(hamiltonian(DELTA, -step))[1])/(2*step)
assert rel(slope, linear_alpha(DELTA, 1.0)) < 1e-3
s = 0.01
even = (response(hamiltonian(DELTA, s))[1]
        + response(hamiltonian(DELTA, -s))[1])/2
eu, ed = E_D-DELTA/2, E_D+DELTA/2


def second_alpha(xi):
    trace = 2.5*xi**2*((G1(eu)+G1(ed))/DELTA+2*(G(eu)-G(ed))/DELTA**2)
    return 0.1j*RADIAL**2*trace


assert rel(even, second_alpha(s)) < 0.01
even_no_flip = (response(hamiltonian(DELTA, s, flip=0))[1]
                + response(hamiltonian(DELTA, -s, flip=0))[1])/2
assert abs(even_no_flip) < 1e-6*abs(even)

# Small exchange: response is proportional to the product xi*delta.
sx, sd, hh = 5e-5, 1e-4, 1e-3
G2 = (G1(E_D+hh, kt=0.1)-G1(E_D-hh, kt=0.1))/(2*hh)
small = response(hamiltonian(sd, sx), kt=0.1)[1]
assert rel(small, -0.5j*RADIAL**2*sx*sd*G2) < 0.01


# Centroids of the two circular absorption spectra.
def centroid_splitting(xi):
    e, u = np.linalg.eigh(hamiltonian(DELTA, xi))
    f = fermi(e)
    gap = e[:, None]-e[None, :]          # final minus initial
    occ = np.where(gap > 0, f[None, :]-f[:, None], 0)
    centres = []
    for op in (r_plus, r_minus):
        w = occ*abs(u.conj().T @ np.kron(op, one2) @ u)**2
        centres.append(np.sum(w*gap)/np.sum(w))
    return centres[0]-centres[1]


odd_split = (centroid_splitting(s)-centroid_splitting(-s))/2
assert rel(odd_split, 1.5*s) < 0.01

# Ground-state orbital moment of the filled majority shell.
orbital_moment = np.sum(lz_diag*fermi(e_d))
assert rel(orbital_moment, 5*XI**2/DELTA**2) < 0.05

# Cubic field: slope from levels and divided differences.
CUBIC = 0.5
cubic_slope = (response(hamiltonian(DELTA, step, CUBIC))[1]
               - response(hamiltonian(DELTA, -step, CUBIC))[1])/(2*step)
trace_slope = 0
for spin in (1, -1):
    t = E_D-spin*DELTA/2
    trace_slope += spin/2*(2*G1(t)+8*(G(t+CUBIC)-G(t))/CUBIC)
assert rel(cubic_slope, 0.1j*RADIAL**2*trace_slope) < 1e-3


# Limits of linearity: linewidth at resonance, temperature at partial filling.
def resonance_error(gamma):
    exact = response(h_main, photon=3.0, gamma=gamma)[1]
    return rel(exact, linear_alpha(DELTA, XI, photon=3.0, gamma=gamma))


broad_error, narrow_error = resonance_error(0.3), resonance_error(0.02)
assert broad_error < 0.1 and narrow_error > 0.3


def doubling_ratio(xi):
    a = response(hamiltonian(DELTA, xi), mu=1.0, kt=0.002)[1]
    b = response(hamiltonian(DELTA, 2*xi), mu=1.0, kt=0.002)[1]
    return abs(b)/abs(a)


ratio_warm, ratio_cold = doubling_ratio(1e-4), doubling_ratio(0.03)
assert abs(ratio_warm-2) < 0.04 and 0.7 < ratio_cold < 1.3


# Kerr angle from matrix Fresnel reflection, and first-order formula.
def kerr(xi, delta=DELTA):
    axx, axy = response(hamiltonian(delta, xi))
    scale = DENSITY*1e30*const.e*1e-20/const.epsilon_0
    exx, exy = 1+scale*axx, scale*axy
    n = sqrtm(np.array([[exx, exy], [-exy, exx]]))
    reflect = (np.eye(2)-n) @ np.linalg.inv(np.eye(2)+n)
    return exx, exy, reflect[1, 0]/reflect[0, 0]


eps_xx, eps_xy, phi_kerr = kerr(XI)
phi_formula = eps_xy/(np.sqrt(eps_xx)*(1-eps_xx))
assert rel(phi_formula, phi_kerr) < 0.01
assert abs(kerr(0)[2]) < 1e-10 and abs(kerr(XI, 0)[2]) < 1e-10


def show(label, value, unit="", digits=4):
    if isinstance(value, (complex, np.complexfloating)):
        text = f"{value.real:.{digits}g} {value.imag:+.{digits}g}i"
    else:
        text = f"{value:.{digits}g}"
    print(f"{label}: {text} {unit}".rstrip())


show("exchange splitting", DELTA, "eV")
show("spin-orbit strength", XI, "eV")
show("majority d level", eu, "eV")
show("minority d level", ed, "eV")
show("p level", E_P, "eV")
show("chemical potential", MU, "eV")
show("kT", KT, "eV")
show("photon energy", PHOTON, "eV")
show("broadening gamma", GAMMA, "eV")
show("radial integral", RADIAL, "angstrom")
show("site density", DENSITY, "per cubic angstrom")
show("G'(majority)", complex(G1(eu)), "eV^-2")
show("|G'(minority)|", abs(G1(ed)), "eV^-2")
show("sigma_xx", sigma(alpha_xx), "S/m")
print("|sigma_xy| with causes switched on or off, S/m:")
for d_value, x_value in ((0, 0), (DELTA, 0), (0, XI), (DELTA, XI)):
    val = abs(sigma(response(hamiltonian(d_value, x_value))[1]))
    print(f" delta={d_value:g} eV, xi={x_value:g} eV: {val:.3e}")
print("xi (eV), sigma_xy full, sigma_xy linear (S/m), error (%):")
for x_value in (0.0125, 0.025, 0.05, 0.1, 0.2):
    full = sigma(response(hamiltonian(DELTA, x_value))[1])
    lin = sigma(linear_alpha(DELTA, x_value))
    print(f" {x_value:g}: {full:.1f}, {lin:.1f}, {100*rel(full, lin):.2f}")
show("second-order sigma_xy", sigma(second_alpha(XI)), "S/m")
show("circular centroid splitting, full", centroid_splitting(XI), "eV")
show("circular centroid splitting, linear", 1.5*XI, "eV")
show("ground-state <L_z>/hbar", orbital_moment)
show("5 xi^2/delta^2", 5*XI**2/DELTA**2)
show("cubic splitting", CUBIC, "eV")
show("slope ratio |cubic/no cubic|", abs(cubic_slope/slope))
show("resonance error, gamma 0.3 eV", 100*broad_error, "%")
show("resonance error, gamma 0.02 eV", 100*narrow_error, "%")
print("partly filled minority level, kT = 0.002 eV:")
show(" response ratio, xi 0.0001 to 0.0002 eV", ratio_warm)
show(" response ratio, xi 0.03 to 0.06 eV", ratio_cold)
show("epsilon_xx", eps_xx)
show("epsilon_xy", eps_xy)
show("Kerr E_y/E_x, matrix Fresnel", phi_kerr, "rad")
show("Kerr E_y/E_x, first order", phi_formula, "rad")
show("Kerr rotation", math.degrees(phi_kerr.real), "degree")
show("Kerr ellipticity", math.degrees(phi_kerr.imag), "degree")
show("Kerr rotation, M reversed",
     math.degrees(kerr(XI, -DELTA)[2].real), "degree")
show("Kerr rotation, xi halved",
     math.degrees(kerr(XI/2)[2].real), "degree")
show("random potentials: largest with one cause", worst_zero,
     "e^2 angstrom^2/eV")
show("random potentials: smallest with both", smallest_both,
     "e^2 angstrom^2/eV")
print("every check passed")
```

Printed output:

```
exchange splitting: 2 eV
spin-orbit strength: 0.05 eV
majority d level: -1 eV
minority d level: 1 eV
p level: 2 eV
chemical potential: 0 eV
kT: 0.025 eV
photon energy: 2 eV
broadening gamma: 0.3 eV
radial integral: 0.5 angstrom
site density: 0.05 per cubic angstrom
G'(majority): 0.7264 +0.5098i eV^-2
|G'(minority)|: 2.216e-16 eV^-2
sigma_xx: 1.071e+04 -4.531e+04i S/m
|sigma_xy| with causes switched on or off, S/m:
 delta=0 eV, xi=0 eV: 2.880e-13
 delta=2 eV, xi=0 eV: 0.000e+00
 delta=0 eV, xi=0.05 eV: 2.545e-12
 delta=2 eV, xi=0.05 eV: 1.380e+03
xi (eV), sigma_xy full, sigma_xy linear (S/m), error (%):
 0.0125: 278.0+194.8j, 276.3+193.9j, 0.58
 0.025: 559.2+391.6j, 552.5+387.8j, 1.15
 0.05: 1131.3+791.0j, 1105.0+775.5j, 2.26
 0.1: 2311.0+1615.1j, 2210.1+1551.1j, 4.43
 0.2: 4793.2+3386.8j, 4420.1+3102.1j, 8.69
second-order sigma_xy: 27.47 +15.16i S/m
circular centroid splitting, full: 0.07588 eV
circular centroid splitting, linear: 0.075 eV
ground-state <L_z>/hbar: 0.003124
5 xi^2/delta^2: 0.003125
cubic splitting: 0.5 eV
slope ratio |cubic/no cubic|: 1.653
resonance error, gamma 0.3 eV: 1.486 %
resonance error, gamma 0.02 eV: 81.29 %
partly filled minority level, kT = 0.002 eV:
 response ratio, xi 0.0001 to 0.0002 eV: 1.999
 response ratio, xi 0.03 to 0.06 eV: 0.9926
epsilon_xx: 2.684 +0.398i
epsilon_xy: -0.0294 +0.04205i
Kerr E_y/E_x, matrix Fresnel: 0.005402 -0.01717i rad
Kerr E_y/E_x, first order: 0.005397 -0.01717i rad
Kerr rotation: 0.3095 degree
Kerr ellipticity: -0.9839 degree
Kerr rotation, M reversed: -0.3095 degree
Kerr rotation, xi halved: 0.1536 degree
random potentials: largest with one cause: 2.642e-16 e^2 angstrom^2/eV
random potentials: smallest with both: 0.01004 e^2 angstrom^2/eV
every check passed
```
